Effective repulsion and two-electron level of the silicon vacancy

**Problem**

A vacancy in silicon leaves four broken bonds. Their combinations form a non-degenerate level, filled with two electrons in all the states considered here, and above it a threefold degenerate t2 level. The doubly positive vacancy V⁺⁺ has no electron in the t2 level, V⁺ has one and V⁰ has two.

Two single-electron transition levels are given, measured upwards from the valence edge:

ε(+/++) = 0.13 eV,  ε(0/+) = 0.05 eV.

The symbol ε(q/q′) denotes the Fermi level at which the charge states q and q′ have equal formation energy, each with its atoms fully relaxed.

(a) Find the effective repulsion U_eff between the two t2 electrons, defined as the energy of the reaction 2V⁺ → V⁰ + V⁺⁺ between distant vacancies.

(b) Find the two-electron level ε(0/++) and the stable charge state at each Fermi level near the valence edge. What changes if the two given values are exchanged?

(c) What does it cost V⁺⁺ to emit its two holes, one after the other, into the valence band?

(d) Explain the sign of U_eff with a linear Jahn-Teller model. Each t2 orbital pulls the atoms with force F along its own tetragonal distortion, against a stiffness K. Each electron pair costs a repulsion U0, lowered by J if the spins are parallel. Evaluate the model for F = 1.4 eV/Å, K = 7.0 eV/Å², U0 = 0.20 eV, J = 0.10 eV and a bare orbital energy ε₀ = 0.27 eV.

(e) What is the repulsion in this model if the atoms are held in the relaxed geometry of V⁺?

(f) What is the largest fraction of these vacancies that can be V⁺ in thermal equilibrium at 20 K and at 77 K?

**Solution**

**Energies and conventions**

Let n = 0, 1, 2 be the number of t2 electrons, so that the charge is q = 2 − n in units of the elementary charge. Let E_n be the relaxed energy of the vacancy with n such electrons, where each added electron is taken from the valence edge. The Fermi level μ is measured from the same edge. An electron drawn from a reservoir at μ brings the energy μ with it, so the charge states must be compared through

Ω_n = E_n − nμ.  (1)

A formation energy written with the charge contains +qμ = 2μ − nμ instead. The extra 2μ is common to all three states and drops out of every comparison.

The levels are treated as zero-temperature energies. Vibrational entropy and interactions between vacancies are left out, and μ is taken low enough in the gap that negatively charged vacancies play no part.

**(a) The effective repulsion**

V⁺⁺ and V⁺ are in balance when Ω_0 = Ω_1:

E_0 = E_1 − μ, hence ε(+/++) = E_1 − E_0.  (2)

V⁺ and V⁰ are in balance when Ω_1 = Ω_2:

E_1 − μ = E_2 − 2μ, hence ε(0/+) = E_2 − E_1.  (3)

The first level is therefore the energy for adding the first t2 electron, and the second level is the energy for adding the second.

The reaction 2V⁺ → V⁰ + V⁺⁺ starts with one t2 electron on each of two vacancies and ends with two on one of them and none on the other. The total number of electrons is unchanged, so μ does not enter. The energy change is

U_eff = E_2 + E_0 − 2E_1
  = (E_2 − E_1) − (E_1 − E_0)
  = ε(0/+) − ε(+/++).  (4)

With the given values,

U_eff = 0.05 eV − 0.13 eV = −0.08 eV = −80 meV.

For an ordinary repulsion the second electron would be harder to add than the first, and U_eff would be positive. Here it is easier by 0.08 eV. Two distant V⁺ release this energy when one hands its t2 electron to the other. The negative sign does not mean that the Coulomb force between electrons has become attractive, because U_eff compares relaxed states and so includes the energy gained by moving the atoms.

**(b) The two-electron level and the stable charge states**

V⁺⁺ and V⁰ are in balance when Ω_0 = Ω_2:

E_0 = E_2 − 2μ, hence ε(0/++) = (E_2 − E_0)/2.  (5)

The factor 1/2 appears because two electrons are exchanged with the reservoir. Inserting E_1 and subtracting it again gives

ε(0/++) = [(E_2 − E_1) + (E_1 − E_0)]/2
  = [ε(0/+) + ε(+/++)]/2.  (6)

Numerically,

ε(0/++) = (0.05 eV + 0.13 eV)/2 = 0.09 eV = 90 meV.

This crossing marks a change of the stable state only if V⁺ does not lie below it. To decide this, compare Ω_1 with the mean of the other two:

Ω_1 − (Ω_0 + Ω_2)/2 = E_1 − μ − (E_0 + E_2 − 2μ)/2
  = E_1 − (E_0 + E_2)/2
  = −U_eff/2.  (7)

The Fermi level has cancelled. The lower of Ω_0 and Ω_2 lies below their mean by half their separation, and

(Ω_0 − Ω_2)/2 = (E_0 − E_2 + 2μ)/2 = μ − ε(0/++).

The height of V⁺ above the lower of its two competitors is therefore

Ω_1 − min(Ω_0, Ω_2) = −U_eff/2 + |μ − ε(0/++)|.  (8)

For U_eff = −0.08 eV the right side is at least 0.04 eV, and it takes this smallest value at μ = 0.09 eV. V⁺ is thus not the ground state at any Fermi level. Below 0.09 eV the stable state is V⁺⁺, above it V⁰, and the charge changes by two units at the crossing. The single-electron levels at 0.13 eV and 0.05 eV remain well-defined energy differences, but no change of ground state occurs at either of them.

Now exchange the two values, so that ε(+/++) = 0.05 eV and ε(0/+) = 0.13 eV. Equation (4) gives U_eff = +0.08 eV. The right side of (8) is then negative for |μ − 0.09 eV| < 0.04 eV, which means that V⁺ is the ground state between 0.05 eV and 0.13 eV, a window 0.08 eV wide. The mean of the levels is still 0.09 eV, and V⁰ and V⁺⁺ still have equal energies there, but V⁺ lies below both. The two numbers alone therefore do not fix the sign of U_eff. The assignment of each number to a charge change is an essential part of the data.

**(c) Emission of the two holes**

When V⁺⁺ emits a hole, it takes an electron from the valence edge. By (2) this costs

E_1 − E_0 = 0.13 eV.

The resulting V⁺ emits the second hole at the cost

E_2 − E_1 = 0.05 eV.

The total is 0.13 eV + 0.05 eV = 0.18 eV, twice the two-electron level, as (5) requires. The more strongly bound hole leaves first. If both emission rates follow these energies with similar prefactors, the first step is the slow one, and the second hole tends to follow soon after the first. The energies do not include any additional barrier for capture or emission, so they do not fix the rates by themselves.

The same numbers show how two V⁺ can convert through the valence band. One of them emits a hole at a cost of 0.05 eV and becomes V⁰. The other captures that hole, releases 0.13 eV and becomes V⁺⁺. The net change is 0.05 eV − 0.13 eV = −0.08 eV, which is U_eff again. The reaction is downhill overall, but along this path it begins with an uphill step. V⁺ produced out of equilibrium, for instance by light, can therefore survive for some time at low temperature, provided free holes are scarce. Any free hole can be captured by V⁺, turning it into V⁺⁺ with a release of 0.13 eV, and in p-type material this can be faster than emission.

**(d) Why the sign is negative: a Jahn-Teller model**

A tetragonal distortion stretches or compresses the surroundings of the vacancy along one cubic axis. Such distortions are described by two coordinates, collected in a vector Q. The three t2 orbitals x, y, z favour three equivalent directions in this plane, given by unit vectors at 120° to each other:

u_z = (1, 0), u_x = (−1/2, √3/2), u_y = (−1/2, −√3/2).

Let m_i be the number of electrons in orbital i, with n = m_x + m_y + m_z, and let p be the number of pairs with parallel spins. The energy of a configuration is

E = nε₀ + U0 n(n − 1)/2 − Jp + K|Q|²/2 − F Q·S,
S = m_x u_x + m_y u_y + m_z u_z.  (9)

The model is linear in the coupling and harmonic in the stiffness. It omits trigonal distortions, the symmetric breathing distortion and any mixing between configurations, and the high-spin state is represented by its parallel-spin components. A breathing force proportional to n would give an energy gain growing as n² and lower U_eff for either spin state. The conditions on the spin state and on E_JT derived below therefore hold only for the model without it.

Completing the square gives

K|Q|²/2 − F Q·S = (K/2)|Q − FS/K|² − F²|S|²/(2K).

The minimum lies at Q = FS/K, and relaxation changes the energy by

−|S|² E_JT, with E_JT = F²/(2K).  (10)

The result depends on how the electrons are placed:

- For n = 0, S = 0 and there is no distortion.
- For n = 1, S is a unit vector and |S|² = 1.
- For n = 2 with both electrons in one orbital, S = 2u_i and |S|² = 4. The Pauli principle requires opposite spins.
- For n = 2 in different orbitals, |u_i + u_j|² = 1 + 1 + 2(−1/2) = 1. Parallel spins then give the lower energy, by J.

Doubling the force on the atoms doubles the distortion and quadruples the energy gain. This is the origin of the effective attraction. The relaxed energies are

E_0 = 0,
E_1 = ε₀ − E_JT,
E_2 = 2ε₀ + U0 − 4E_JT (one orbital, low spin),
E_2 = 2ε₀ + U0 − J − E_JT (two orbitals, high spin).

The low-spin state is lower when −4E_JT < −J − E_JT, that is, when

J < 3E_JT.  (11)

In that case

U_eff = E_2 + E_0 − 2E_1
  = 2ε₀ + U0 − 4E_JT − 2ε₀ + 2E_JT
  = U0 − 2E_JT.  (12)

If J > 3E_JT, the high-spin energy must be used instead:

U_eff = 2ε₀ + U0 − J − E_JT − 2ε₀ + 2E_JT
  = U0 − J + E_JT.  (13)

As long as the bare interaction of a parallel pair, U0 − J, is repulsive, (13) is positive. A negative U_eff then requires the low-spin state and

U0 < 2E_JT.  (14)

Conversely, J < U0 together with (14) gives J < 2E_JT, so that (11) is satisfied as well. At U0 = 2E_JT, still with J < U0, the two single-electron levels coincide. In the limit F → 0, E_JT vanishes, (11) fails for any positive J, and (13) leaves the bare repulsion U0 − J.

For the given parameters,

E_JT = (1.4 eV/Å)²/(2 × 7.0 eV/Å²) = 0.14 eV.

The threshold in (11) is 3E_JT = 0.42 eV, well above J = 0.10 eV, so V⁰ is in the low-spin state. The distortions are

|Q| = F/K = 0.20 Å for V⁺,
|Q| = 2F/K = 0.40 Å for V⁰.

The energies are

E_1 = 0.27 eV − 0.14 eV = 0.13 eV,
E_2 = 2 × 0.27 eV + 0.20 eV − 4 × 0.14 eV = 0.18 eV.

The levels follow as E_1 − E_0 = 0.13 eV and E_2 − E_1 = 0.05 eV, and (12) gives U_eff = 0.20 eV − 0.28 eV = −0.08 eV.

The agreement with the given levels is no prediction, because the parameters were chosen to produce it. The two levels supply two conditions,

ε₀ − E_JT = 0.13 eV and U0 − 2E_JT = −0.08 eV,

for the three unknowns ε₀, U0 and E_JT. A larger U0 can be offset by a larger E_JT and a larger ε₀. What the data do require, within this model and for U0 > 0 and J < U0, is E_JT = (U0 + 0.08 eV)/2 > 0.04 eV. The values of F, K, U0, J and ε₀ used here illustrate the mechanism and are not measured properties of silicon.

**(e) The repulsion with frozen atoms**

Hold the atoms at the minimum for one electron in orbital z, Q = (F/K)u_z. The elastic energy is then K|Q|²/2 = F²/(2K) = E_JT for every charge state, and each electron in orbital z gains F|Q| = F²/K = 2E_JT. Hence

E_0 = E_JT,
E_1 = ε₀ + E_JT − 2E_JT = ε₀ − E_JT,
E_2 = 2ε₀ + U0 + E_JT − 4E_JT = 2ε₀ + U0 − 3E_JT.

The second electron also prefers orbital z. In orbital x or y it would lose E_JT instead of gaining 2E_JT, and it would gain J from parallel spins, so the condition is again J < 3E_JT. The frozen repulsion is

E_2 + E_0 − 2E_1 = 2ε₀ + U0 − 3E_JT + E_JT − 2ε₀ + 2E_JT
  = U0 = 0.20 eV.  (15)

It is positive. When the atoms are released, V⁺⁺ relaxes from E_JT to 0 and V⁰ from 2ε₀ + U0 − 3E_JT to 2ε₀ + U0 − 4E_JT. Each gains E_JT, while V⁺ is already relaxed. The repulsion therefore falls by 2E_JT:

0.20 eV − 0.14 eV − 0.14 eV = −0.08 eV.

In this model the attraction comes entirely from the motion of the atoms. With the atoms held in the V⁺ geometry, the repulsion is 0.20 eV. The value depends on the geometry chosen: with the atoms held undistorted, as in V⁺⁺, two electrons would take different orbitals with parallel spins, and the repulsion would be U0 − J = 0.10 eV.

**(f) How much V⁺ can exist in equilibrium**

At temperature T each charge state has the statistical weight

w_n = g_n exp[−(E_n − nμ)/(kT)],  (16)

where g_n counts its equivalent ground states. V⁺⁺ is undistorted and has no t2 electron, so g_0 = 1. V⁺ has three distortion directions and two spin states, so g_1 = 6. V⁰ has three directions and paired spins, so g_2 = 3. This count assumes that all directions are reached in equilibrium and that no stress favours one of them.

The fraction of V⁺ among the three charge states is

f = w_1/(w_0 + w_1 + w_2) = 1/[1 + (w_0 + w_2)/w_1].

The Fermi level cancels in the combination

w_0w_2/w_1² = (g_0g_2/g_1²) exp[−U_eff/(kT)].  (17)

Since w_0 + w_2 ≥ 2√(w_0w_2), with equality when w_0 = w_2, the largest fraction is

f_max = 1/{1 + [2√(g_0g_2)/g_1] exp[−U_eff/(2kT)]}.  (18)

The condition w_0 = w_2 reads g_0 = g_2 exp{−2[ε(0/++) − μ]/(kT)}. Taking the logarithm and solving for μ gives

μ = ε(0/++) + (kT/2) ln(g_0/g_2).  (19)

Because V⁰ has more equivalent states than V⁺⁺, the maximum lies slightly below 0.09 eV.

The prefactor in (18) is 2√3/6 = 0.577. At 20 K, kT = 0.001723 eV and the exponent is 0.04/0.001723 = 23.2. This gives f_max ≈ 1.4 × 10⁻¹⁰ at μ = 0.0891 eV. At 77 K, kT = 0.006635 eV and the exponent is 6.03. This gives f_max ≈ 0.0042, or about 0.4 %, at μ = 0.0864 eV.

These are upper bounds, reached only if the Fermi level sits near 0.09 eV, for example when it is pinned by the vacancies themselves. In boron-doped silicon with few vacancies the Fermi level at 20 K lies near 0.04 eV, and the fraction is then many orders of magnitude smaller.

These fractions are much less certain than their digits suggest. A change of 0.01 eV in U_eff changes the exponent by 0.005 eV/(kT). That alters f_max by a factor of about 18 at 20 K and about 2 at 77 K. If U_eff is known to within 0.01 eV, equilibrium V⁺ is negligible at 20 K and stays below one per cent at 77 K. A larger error in U_eff would widen this range.

At low temperature (18) reduces to f_max ≈ √3 exp[U_eff/(2kT)], so the largest fraction is thermally activated with energy 0.04 eV, the smallest height found in (b). When kT is much larger than |U_eff|, the formula tends to 1/(1 + 0.577) ≈ 0.63. This reflects only that V⁺ has the most equivalent ground states, although it is still not the state of lowest energy. The limit is formal. The Fermi level (19) falls below the valence edge once kT exceeds about 0.16 eV, and excited states and vibrational entropy are left out of (16). With all configurations of the model (9) included, V⁰ has 15 states against 6 for V⁺, so the largest fraction rises to only a little over 0.5 and then falls towards 6/(6 + 2√15) ≈ 0.44.

Numbers in the example were calculated in double precision.
